# Beryllium by Hartree-Fock, CAS(2,4) and full CI: weights and correlation shares

## Problem

The beryllium atom has the Hartree-Fock configuration \(1s^22s^2\), with an empty 2p shell above 2s. How far can this single determinant be trusted, and how much of the correlation energy of the outer pair comes from mixing 2s with 2p?

Use the non-relativistic Hamiltonian with a fixed point nucleus, and real orbitals. The basis is cc-pVTZ without its f shell, which gives 23 functions. Energies are in hartree. Three levels are compared in this same basis:

- Hartree-Fock (HF), one determinant.
- CAS(2,4): all distributions of two electrons over 2s, \(2p_x\), \(2p_y\), \(2p_z\), above a doubly occupied 1s core. If the orbitals are optimized too, the method is CASSCF. Here 1s stays frozen in its HF form.
- Full CI: all determinants of the basis. "Valence full CI" keeps the HF core frozen and treats the outer pair completely; "all-electron full CI" correlates all four electrons.

The calculations supply these data:

- \(E_{\rm HF}=-14.572873\), \(E_{\rm val}=-14.618324\) (valence full CI), \(E_{\rm FCI}=-14.623703\) (all-electron full CI).
- In the CASSCF orbitals: \(E(2s^2)=-14.572258\), gap \(\Delta=0.361280\), exchange integral \(K=0.077140\).
- With the HF 2s orbital and the lowest virtual HF p shell: \(\Delta=0.376189\), \(\sqrt3K=0.079290\).

Here \(\Delta\) is the energy of the singlet S configuration \(2p^2\) minus that of \(2s^2\), and \(K=(sp|sp)\), with

\[
(ab|cd)=\iint a(1)b(1)\,\frac{1}{r_{12}}\,c(2)d(2)\,d\mathbf r_1d\mathbf r_2 .
\]

**(a)** Reduce the CAS(2,4) ground-state problem to a \(2\times2\) matrix.

**(b)** Find its lower energy and the weight \(w\) of \(2s^2\), and examine the limits of weak and strong mixing.

**(c)** Evaluate the CASSCF energy, the weight and the orbital occupations.

**(d)** Find the share of the valence correlation energy recovered by CASSCF. What happens if the HF orbitals are kept?

**(e)** Obtain the weight of the HF determinant in full CI and interpret it.

## Hints

1. The ground state is a singlet with zero orbital angular momentum. Which combinations of \(s^2\), \(sp\) and \(p^2\) have this symmetry?
2. A one-electron operator cannot connect configurations that differ in two orbitals. The electron repulsion can.
3. In the \(2\times2\) problem, measure energy from \(E(2s^2)\) and use \(R=\sqrt{\Delta^2+4V^2}\).
4. A share needs a numerator and a denominator with the same core. The weight is a squared coefficient in a normalized wavefunction, and it belongs to a particular choice of orbitals.

## Solution

### (a) From sixteen determinants to two configurations

One spin-up and one spin-down electron in four orbitals give \(4\times4=16\) determinants: one of type \(s^2\), six of type \(sp\) and nine of type \(p^2\).

The \(sp\) functions have orbital angular momentum 1, so they cannot enter an S state. The nine products \(p_i(1)p_j(2)\) split into three antisymmetric combinations, which are triplets, and six symmetric ones, which are singlets. Of these six, five transform as a D state and one is unchanged by rotations. The two singlet S functions are therefore

\[
\Phi_s=s(1)s(2),\qquad
\Phi_p=\frac{1}{\sqrt3}\sum_{i=x,y,z}p_i(1)p_i(2),
\]

each multiplied by the normalized singlet spin function. The sum is rotationally invariant because it is proportional to \(\mathbf r_1\cdot\mathbf r_2\) times radial functions. The factor \(1/\sqrt3\) normalizes three orthogonal terms.

Let \(h\) contain the kinetic energy, the nuclear attraction and the field of the frozen core. Each outer electron feels the Coulomb repulsion of two core electrons and exchange with the one of equal spin. With the constant energy \(E_{\rm core}\) of the two core electrons,

\[
H=E_{\rm core}+h(1)+h(2)+\frac1{r_{12}} .
\]

The first diagonal element is

\[
E(2s^2)=E_{\rm core}+2h_{ss}+(ss|ss).
\]

For \(\Phi_p\), the factor \(1/3\) multiplies three equal diagonal terms and six equal cross terms, such as \(\langle xx|1/r_{12}|yy\rangle=(xy|xy)\):

\[
\begin{aligned}
E(2p^2)&=E_{\rm core}+\tfrac13\left\{3\,[2h_{pp}+(xx|xx)]+6\,(xy|xy)\right\}\\
&=E_{\rm core}+2h_{pp}+(xx|xx)+2(xy|xy).
\end{aligned}
\]

In the off-diagonal element the one-electron terms vanish, since each leaves an overlap \(\langle s|p_i\rangle=0\). The repulsion gives three equal contributions:

\[
V=\langle\Phi_s|H|\Phi_p\rangle
=\frac1{\sqrt3}\sum_i(sp_i|sp_i)=\frac{3K}{\sqrt3}=\sqrt3\,K .
\]

With energies measured from \(E(2s^2)\), the matrix is

\[
\begin{pmatrix}0&V\\V&\Delta\end{pmatrix},\qquad
\Delta=E(2p^2)-E(2s^2).
\]

### (b) Energy, weight and limits

The eigenvalue \(\varepsilon\) obeys \((0-\varepsilon)(\Delta-\varepsilon)-V^2=0\), that is, \(\varepsilon^2-\Delta\varepsilon-V^2=0\). The lower root is

\[
\varepsilon=\frac{\Delta-R}{2},\qquad R=\sqrt{\Delta^2+4V^2},
\qquad E_{\rm CAS}=E(2s^2)+\varepsilon .
\]

The first row of the eigenvalue equation reads \(Vc_p=\varepsilon c_s\), so \(c_p/c_s=\varepsilon/V\). Normalization then gives

\[
w=c_s^2=\frac{1}{1+\varepsilon^2/V^2}=\frac{V^2}{V^2+\varepsilon^2}.
\]

To simplify, replace \(\varepsilon^2\) by \(V^2+\Delta\varepsilon\):

\[
V^2+\varepsilon^2=2V^2+\frac{\Delta^2-\Delta R}{2}
=\frac{R^2-\Delta R}{2}=\frac{R(R-\Delta)}2 .
\]

Since \(V^2=(R^2-\Delta^2)/4=(R-\Delta)(R+\Delta)/4\), the factor \(R-\Delta\) cancels:

\[
w=\frac{R+\Delta}{2R}=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right).
\]

For \(V\ll\Delta\), expansion of the square root gives \(\varepsilon\approx-V^2/\Delta\) and \(1-w\approx V^2/\Delta^2\). The second configuration is then a small correction. For \(\Delta\to0\) at fixed \(V\ne0\), \(\varepsilon\to-|V|\) and \(w\to1/2\), and neither configuration is a suitable zeroth-order state alone. The ratio \(|V|/\Delta\), not the gap alone, decides between these regimes.

### (c) CASSCF numbers

The coupling is \(V=\sqrt3\times0.077140=0.133610\), and

\[
R=\sqrt{0.361280^2+4(0.133610)^2}=0.449366 .
\]

Therefore

\[
\varepsilon=\frac{0.361280-0.449366}{2}=-0.044043,
\]

\[
w=\frac12\left(1+\frac{0.361280}{0.449366}\right)=0.9020 .
\]

The total energy is \(-14.572258-0.044043=-14.61630\). Diagonalization of all sixteen determinants gives the same energy and weight, a test of both the symmetry reduction and the formulas.

The configurations differ in two orbitals, so they produce no cross term in the one-electron density. The 2s occupation is \(2w=1.8040\). The other \(2(1-w)\) electrons are shared equally by three p orbitals:

\[
n_{2p}=\frac{2(1-0.9020)}3=0.0653\quad\text{for each orbital}.
\]

Here \(V/\Delta=0.370\). The weak-mixing estimate \(-V^2/\Delta=-0.0494\) overstates the lowering by 12% relative to the \(2\times2\) result. Beryllium lies between the two limits: the levels are not degenerate, but the gap is less than three times the coupling.

### (d) The share of valence correlation

For valence full CI, write the pair function as \(\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)\), with electron 1 spin-up and electron 2 spin-down. Its matrix is

\[
H_{pq,rs}=h_{pr}\delta_{qs}+\delta_{pr}h_{qs}+(pr|qs).
\]

The first two terms move one electron while the other is a spectator; the third moves both. The lowest eigenvalue plus \(E_{\rm core}\) is \(E_{\rm val}\). The valence correlation energy is

\[
E_{\rm val}-E_{\rm HF}=-0.045450\ \text{hartree}=-1.237\ \text{eV}.
\]

The CASSCF energy relative to HF is

\[
E_{\rm CAS}-E_{\rm HF}=-0.043428\ \text{hartree}=-1.182\ \text{eV}.
\]

This is slightly smaller in magnitude than \(\varepsilon\), because the CASSCF 2s orbital differs from the HF one. That change raises \(E(2s^2)\) by 0.000615 above \(E_{\rm HF}\), which the stronger mixing more than repays. The share is

\[
S=\frac{E_{\rm CAS}-E_{\rm HF}}{E_{\rm val}-E_{\rm HF}}
=\frac{0.043428}{0.045450}=0.956 .
\]

Both calculations use the same frozen core, and the CASSCF function lies inside the valence full CI space. The variational principle therefore ensures \(E_{\rm val}\le E_{\rm CAS}\), so \(S\) cannot exceed 1. The remaining 0.002022 hartree, about 4%, is correlation outside the 2s-2p space.

With HF orbitals, \(E(2s^2)=E_{\rm HF}\), and the same formula gives

\[
\varepsilon=\frac{0.376189-\sqrt{0.376189^2+4(0.079290)^2}}2=-0.01603 .
\]

The share drops to \(0.01603/0.045450=35.3\%\), and the weight rises to 0.9607. The gap has hardly changed, but the coupling has fallen by 41%. Inserting the CASSCF coupling with the HF gap gives \(\varepsilon=-0.0426\), so in this basis the weaker coupling accounts for most of the loss. These HF-orbital figures belong to the basis, not to the atom, because the lowest virtual p shell spreads out as far as the basis allows. The share is 51% in cc-pVDZ, 27% in cc-pVQZ, 16% in cc-pV5Z and 0.2% in aug-cc-pVTZ, where the gap also grows to 0.68 hartree. The CASSCF share stays between 94.8% and 96.4% in the same bases.

The HF energy depends only on the occupied orbitals, so nothing in the HF calculation adapts the virtual p shell to its coupling with 2s. CASSCF does adapt it. The high weight of 0.9607 reflects a p shell that captures little of the correlation, not weak correlation: in valence full CI the weight of the same HF determinant is only 0.9064, as part (e) shows.

The angular character can be checked by restricting the valence full CI. With s orbitals alone it recovers 7.2% of the valence correlation; with all s and p orbitals, 99.0%. Excitations into p orbitals are essential, and CASSCF condenses most of their effect into one optimized shell.

### (e) The full CI weight

All-electron full CI places two spin-up and two spin-down electrons in 23 orbitals, giving \(\binom{23}{2}^2=253^2=64009\) determinants. The squared coefficient of the HF determinant is

\[
c_0^2=0.9065 .
\]

Valence full CI gives 0.9064. Correlating the core lowers the energy by a further 0.005380 hartree but hardly changes the weight, so the depletion of the reference belongs to the outer pair. The leading natural occupations of the all-electron function are 1.9991, 1.8166 and three times 0.0597, the same pattern as in CASSCF.

The weight alone does not tell whether the missing tenth is spread over many configurations or concentrated in a few. Here the natural occupations and the CASSCF result show that it lies mostly in one type, \(2p^2\), provided that the p shell is optimized. In the HF orbitals of this basis the same pair excitation is spread mainly over the two lowest virtual p shells, including excitations with one electron in each. This does not mean that every method based on one determinant fails. With a frozen core, two electrons can be excited at most twice, so CI with single and double excitations from the HF determinant is already valence full CI. The warning applies more directly to low-order perturbation theory: even within the two-configuration model, the second-order estimate in (c) is off by 12%. That figure belongs to this model and its CASSCF orbitals; it does not measure the error of perturbation theory built on the HF determinant, which uses other orbitals and another zeroth-order Hamiltonian. Second-order Møller-Plesset theory with a frozen core recovers 60% of the valence correlation energy in this basis.

Nor can one threshold serve systems of all sizes. For two non-interacting beryllium atoms the wavefunction factorizes, and the reference weight becomes \(0.9065^2=0.822\), although neither atom has become harder to describe.

Full CI is complete only within its basis. This valence basis is not designed for core correlation, so the all-electron correlation energy is not a basis-set limit. With two tight s and two tight p shells added to the s and p part of the basis, correlating the core lowers the energy by 0.039 hartree instead of 0.005, and it still changes the weight by only 0.0001. Restoring the f shell changes the valence correlation energy to \(-0.045554\) hartree and the CASSCF share to 95.3%, so the valence conclusion does not depend on that omission. Larger bases shift the valence numbers a little further: cc-pV5Z gives \(-0.04607\) hartree, a share of 94.8% and a valence full CI weight of 0.9080. The digits quoted above therefore describe this basis; the shifts are about 0.0006 hartree, 0.8 percentage points and 0.002 in the weight.

## Two variations

### 1. Raise the 2p level

**Question.** Keep the CASSCF orbitals and all repulsion integrals, but raise the one-electron energy of each 2p orbital by 1.0 hartree. What happens to the mixing?

**Solution.** The configuration \(2p^2\) contains two p electrons, so its energy rises by 2.0 hartree. The gap becomes 2.361280, while \(V=0.133610\) is unchanged:

\[
R=\sqrt{2.361280^2+4(0.133610)^2}=2.376352,
\]

\[
\varepsilon=\frac{2.361280-2.376352}{2}=-0.007536,\qquad w=0.9968 .
\]

The lowering is now 17% of its former value. Since nothing but the gap was altered, this isolates its role: the small gap is responsible for the large depletion of \(2s^2\) and for most of the CAS lowering. The weak-mixing estimate, \(-V^2/\Delta=-0.00756\), is now accurate to 0.3% relative to the \(2\times2\) result.

### 2. Helium as a control

**Question.** Does a large share by itself prove near-degeneracy? Compare beryllium with helium, using 1s and one p shell for helium in the cc-pVTZ basis. For both atoms, take the active orbitals from the natural orbitals of the full CI pair function, which diagonalize its one-electron density matrix.

**Solution.** The same \(2\times2\) formulas apply, with no core in helium.

| Atom | \(\Delta\) (hartree) | \(V\) (hartree) | \(V/\Delta\) | \(w\) | Share |
|---|---:|---:|---:|---:|---:|
| Be | 0.3614 | 0.1334 | 0.3692 | 0.9022 | 95.5% |
| He | 4.8191 | 0.3123 | 0.0648 | 0.9959 | 51.5% |

Helium has the larger coupling, but its gap is 13 times that of beryllium, so the mixing is weak. The helium entries are not converged in the basis: cc-pV5Z gives \(\Delta=4.69\), \(w=0.9957\), a share of 49.0% and a correlation energy of \(-0.0415\) hartree, which leaves the comparison unchanged. Its p shell still recovers about half of the correlation energy, because it lets the electrons favour opposite sides of the nucleus even without a low-lying level. The 95.6% found for beryllium is therefore the share recovered by the 2s-2p space, not by itself a measure of near-degeneracy.

The correlation energies, \(-0.0391\) hartree for helium and \(-0.0455\) hartree for the beryllium valence pair, are similar in size, while the weights differ clearly. For these two atoms, the small gap and the larger ratio \(V/\Delta\) identify the stronger configuration mixing in beryllium; the size of the correlation energy does not. The numerical output below lists the values for both atoms.

## Table of computed values

```
Be basis functions (cc-pVTZ without f): 23
Determinants in all-electron full CI: 64009
E Hartree-Fock: -14.572873 hartree
E CAS(2,4), HF orbitals: -14.588903 hartree
E CASSCF(2,4), frozen core: -14.616302 hartree
E CASSCF(2,4), relaxed core: -14.616438 hartree
E valence full CI, frozen core: -14.618324 hartree
E all-electron full CI: -14.623703 hartree
Valence correlation energy: -0.045450 hartree
Valence correlation energy: -1.237 eV
CASSCF energy minus HF energy: -0.043428 hartree
CASSCF energy minus HF energy: -1.182 eV
Valence correlation outside CASSCF: -0.002022 hartree
All-electron correlation energy: -0.050830 hartree
Added by correlating the core: -0.005380 hartree
Share from CAS, HF orbitals: 35.3 %
Share from CASSCF: 95.6 %
Share from s orbitals only: 7.2 %
Share from all s and p orbitals: 99.0 %
HF weight, all-electron full CI: 0.9065
HF weight, valence full CI: 0.9064
2s2 weight, CAS with HF orbitals: 0.9607
2s2 weight, CASSCF: 0.9020
HF orbitals: gap: 0.376189 hartree
HF orbitals: coupling V: 0.079290 hartree
CASSCF: E(2s2): -14.572258 hartree
CASSCF: gap: 0.361280 hartree
CASSCF: K = (sp|sp): 0.077140 hartree
CASSCF: coupling V: 0.133610 hartree
CASSCF: V/gap: 0.3698
CASSCF: lowering below E(2s2): -0.044043 hartree
CASSCF occupation of 2s: 1.8040
CASSCF occupation of each 2p: 0.0653
Full CI natural occupations: 1.9991 1.8166 0.0597 0.0597 0.0597
Test shift of 2p one-electron energy: 1.0 hartree
Shifted: 2s2 weight: 0.9968
Shifted: lowering below E(2s2): -0.007536 hartree
Be natural orbitals: gap: 0.3614 hartree
Be natural orbitals: V: 0.1334 hartree
Be natural orbitals: V/gap: 0.3692
Be natural orbitals: weight: 0.9022
Be natural orbitals: share: 95.5 %
He natural orbitals: gap: 4.8191 hartree
He natural orbitals: V: 0.3123 hartree
He natural orbitals: V/gap: 0.0648
He natural orbitals: weight: 0.9959
He natural orbitals: share: 51.5 %
He full CI correlation energy: -0.039079 hartree
Be with f: valence correlation: -0.045554 hartree
Be with f: CASSCF share: 95.3 %
```
